# Heller's absorption formula: initial decay, recurrences and damping of the wavepacket autocorrelation

## What the answer must look like

A weak field excites a molecule with a probability quadratic in the field. The intensity is also quadratic in the field, so the absorption cross-section $\sigma$ is independent of field strength and quadratic in the transition dipole $\mu$. Since $\mu^2/\varepsilon_0$ has units J m³ and $\hbar c$ has units J m, $\mu^2/(\varepsilon_0\hbar c)$ is an area. The remaining factor must be dimensionless. An absorbed photon brings a factor $\omega$, its angular frequency, which must then be multiplied by a time. Time-translation symmetry lets that time come from an integral over one time difference:

$$\sigma(\omega)=K\,\frac{\omega\mu^2}{\varepsilon_0\hbar c}\,\mathrm{Re}\int_0^\infty dt\,e^{i\omega t}A(t),$$

with $A$ dimensionless and $A(0)=1$. The number $K$ and the function $A$ have to be derived.

## Simplest case: one line

Take one initial and one final state, separated by $\hbar\omega_1$, in a field $\mathcal E\cos\omega t$ at angle $\theta$ to the dipole. The interaction is $-\mu\mathcal E\cos\theta\cos\omega t$. To first order, the final amplitude obeys

$$i\hbar\dot c=-\mu\mathcal E\cos\theta\,\cos(\omega t)\,e^{i\omega_1t}.$$

Near resonance I keep the slowly varying half of the cosine (the rotating-wave approximation). With $\delta=\omega_1-\omega$,

$$c(t)=\frac{i\mu\mathcal E\cos\theta}{2\hbar}\int_0^t e^{i\delta t'}dt',\qquad |c|^2=\frac{\mu^2\mathcal E^2\cos^2\theta}{4\hbar^2}\,\frac{\sin^2(\delta t/2)}{(\delta/2)^2}.$$

The last fraction has area $2t\int dx\,\sin^2x/x^2=2\pi t$ over $\delta$ and narrows as $t$ grows, so at long times it acts as $2\pi t\,\delta(\omega-\omega_1)$. The transition rate is therefore

$$R=\frac{\pi\mu^2\mathcal E^2\cos^2\theta}{2\hbar^2}\,\delta(\omega-\omega_1).$$

The absorbed power is $\hbar\omega R$ and the mean intensity is $\varepsilon_0c\mathcal E^2/2$. Their ratio, with the isotropic average $\langle\cos^2\theta\rangle=1/3$, is

$$\sigma(\omega)=\frac{\pi\omega\mu^2}{3\varepsilon_0\hbar c}\,\delta(\omega-\omega_1).$$

## Generalization: a vibrating molecule

The molecule starts in vibrational state $\chi_0$, energy $E_0$, of the ground electronic state. The excited electronic state has nuclear Hamiltonian $H_e$, with eigenstates $|n\rangle$ and energies $E_n$; a continuum turns sums into integrals. I assume Born–Oppenheimer states, no nonadiabatic coupling, unresolved rotation, a dilute sample, and a real transition dipole $\mu(q)$ of fixed direction in the molecule. The amplitude to reach $|n\rangle$ contains $\langle n|\mu|\chi_0\rangle=\langle n|\phi\rangle$, where

$$|\phi\rangle=\mu(q)|\chi_0\rangle .$$

Final states are orthogonal, so their probabilities add. With $\omega_n=(E_n-E_0)/\hbar$,

$$\sigma(\omega)=\frac{\pi\omega}{3\varepsilon_0\hbar c}\sum_n|\langle n|\phi\rangle|^2\,\delta(\omega-\omega_n).$$

Insert $\delta(x)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{ixt}dt$. The factor $e^{-iE_nt/\hbar}$ can be written as $e^{-iH_et/\hbar}$ acting on $|n\rangle$, after which $\sum_n|n\rangle\langle n|=1$ removes the eigenstates:

$$\boxed{\sigma(\omega)=\frac{\omega}{6\varepsilon_0\hbar c}\int_{-\infty}^{\infty}dt\,e^{i(\omega+E_0/\hbar)t}C(t),\qquad C(t)=\langle\phi|e^{-iH_et/\hbar}|\phi\rangle}$$

This is Heller's formula. Since $C(-t)=C^*(t)$, the negative-time half is the complex conjugate of the positive half, and the integral is twice the real part of the latter. Define $N=\langle\phi|\phi\rangle$, $p_n=|\langle n|\phi\rangle|^2/N$ and

$$A(t)=\frac{e^{iE_0t/\hbar}C(t)}{N}=\sum_np_ne^{-i\omega_nt}.$$

Then

$$\sigma(\omega)=\frac{\omega N}{3\varepsilon_0\hbar c}\,\mathrm{Re}\int_0^\infty dt\,e^{i\omega t}A(t),$$

so $K=1/3$ and $\mu^2$ is replaced by $N$.

**Check on a limit.** If $\phi$ is an eigenstate, $|A|=1$ at all times and the single line returns. In general, integrating the line sum gives $\int(\sigma/\omega)\,d\omega=\pi N/(3\varepsilon_0\hbar c)$: the value of $C$ at $t=0$ fixes the total strength.

The prefactor was also tested numerically by driving a model molecule with a weak pulse, without the rotating-wave approximation, and averaging over orientations. It absorbed $2.3696\times10^{-24}$ J; Heller's cross-section gives $2.3694\times10^{-24}$ J.

## Initial decay and bandwidth

From the line sum,

$$|A(t)|^2=\sum_{n,m}p_np_m\cos[(\omega_n-\omega_m)t].$$

Let $\bar\omega$ and $s^2$ be the mean and variance of $\omega_n$ with weights $p_n$. These are moments of $\sigma/\omega$, and the band means, widths and envelopes quoted below refer to $\sigma/\omega$ as well. Then $\sum p_np_m(\omega_n-\omega_m)^2=2s^2$. Expanding the cosine gives $|A|^2=1-s^2t^2+\dots$, and $\cos x\ge1-x^2/2$ gives, at any time,

$$|A(t)|^2\ge1-s^2t^2 .$$

A band of small variance cannot have a fast initial decay. A small width at half maximum is not enough, because a sharp line on a broad background has a large $s$.

In the Condon case, $\mu$ is constant and $s$ follows from the potentials alone. Write $H_e=H_g+\Delta V$, with $\Delta V(q)$ the vertical gap. Because $H_g\chi_0=E_0\chi_0$,

$$(H_e-E_0)\chi_0=\Delta V\chi_0 .$$

The overlap of this vector with $\chi_0$ is $\hbar\bar\omega=\langle\Delta V\rangle$. Its squared norm is $\langle\Delta V^2\rangle$, so $\hbar^2s^2=\langle\Delta V^2\rangle-\langle\Delta V\rangle^2$. The bandwidth is the spread of the gap over the initial density $|\chi_0|^2$.

The variance alone does not give a full width at half maximum (FWHM). If higher terms in $\ln A$ are negligible while $A$ decays, then $A\approx e^{-i\bar\omega t-s^2t^2/2}$. Its transform is proportional to $e^{-(\omega-\bar\omega)^2/2s^2}$, which falls to one half at $|\omega-\bar\omega|=s\sqrt{2\ln2}$. Hence

$$\text{FWHM}\approx2\sqrt{2\ln2}\;s .$$

## A solvable case: the displaced oscillator

Let both states be oscillators of frequency $\Omega$, with $V_g=\tfrac12\hbar\Omega q^2$ and $V_e=\hbar\omega_{00}+\tfrac12\hbar\Omega(q-d)^2$. With $q=(a+a^\dagger)/\sqrt2$, the excited-state lowering operator is $b=a-\beta$, where $\beta=d/\sqrt2$, and

$$(H_e-E_0)/\hbar=\omega_{00}+\Omega b^\dagger b .$$

Define $S=\beta^2=d^2/2$, the Huang–Rhys factor, and $z=e^{-i\Omega t}$. Since $a\chi_0=0$, we have $b\chi_0=-\beta\chi_0$. So $\chi_0$ is a coherent state of the excited oscillator, whose ground state I call $|0_b\rangle$:

$$|\chi_0\rangle=e^{-S/2}e^{-\beta b^\dagger}|0_b\rangle .$$

To allow a coordinate-dependent dipole later, consider

$$F(\lambda,\lambda')=\langle\chi_0|e^{\lambda a}\,e^{-i\Omega tb^\dagger b}\,e^{\lambda'a^\dagger}|\chi_0\rangle .$$

With $a^\dagger=b^\dagger+\beta$, the right-hand vector is $e^{\lambda'\beta-S/2}e^{(\lambda'-\beta)b^\dagger}|0_b\rangle$. Evolution multiplies each $b^\dagger$ by $z$. The overlap follows from $\langle0_b|e^{\eta b}e^{\eta'b^\dagger}|0_b\rangle=\sum_n(\eta\eta')^n/n!=e^{\eta\eta'}$:

$$F=e^{-S+(\lambda+\lambda')\beta+(\lambda-\beta)(\lambda'-\beta)z}=e^{S(z-1)+(\lambda+\lambda')\beta(1-z)+\lambda\lambda'z}.$$

The Condon case is $\lambda=\lambda'=0$:

$$A(t)=e^{-i\omega_{00}t}e^{S(z-1)},\qquad |A|=e^{-S(1-\cos\Omega t)},\qquad p_n=e^{-S}\frac{S^n}{n!},$$

where $p_n$ is the coefficient of $z^n$. This Poisson distribution has mean and variance $S$, so $\bar\omega=\omega_{00}+S\Omega$ and $s=\sqrt S\,\Omega$.

**Check against the gap.** Here $\Delta V=\hbar\omega_{00}+\hbar\Omega(S-dq)$. In $\chi_0$, $\langle q\rangle=0$ and $\langle q^2\rangle=1/2$, so the mean is $\hbar(\omega_{00}+S\Omega)$ and the variance is $\hbar^2\Omega^2d^2/2=\hbar^2\Omega^2S$, as required.

**Where the Gaussian fails.** At $t=1/s$ the cubic term of $\ln A$ has size $S\Omega^3t^3/6=1/(6\sqrt S)$, so large $S$ is favourable. For $S\ll1$, $|A|$ never falls below $e^{-2S}\approx1$. The spectrum is then mainly the 0–0 line, and $s$ does not describe its width.

**Numbers.** Take round model parameters: vibrational wavenumber 1000 cm⁻¹, 0–0 wavenumber 25000 cm⁻¹, $S=4$ and $\mu_0=10^{-29}$ C m. The period is $T=2\pi/\Omega=33.356$ fs. The band mean is $25000+4\times1000=29000$ cm⁻¹ and its standard deviation is $\sqrt4\times1000=2000$ cm⁻¹. The decay time is

$$\frac1s=\frac{T}{2\pi\sqrt S}=\frac{33.356\ \text{fs}}{4\pi}=2.654\ \text{fs}.$$

At this time $|A|=0.613$, against the Gaussian $e^{-1/2}=0.607$. The Gaussian FWHM is $2.355\times2000=4710$ cm⁻¹.

## Recurrences and progressions

For the oscillator, $A$ returns to unit modulus after each period. To see what this requires in general, subtract $|A(T)|^2$ from $1=\sum p_np_m$:

$$1-|A(T)|^2=\sum_{n,m}p_np_m\{1-\cos[(\omega_n-\omega_m)T]\}.$$

No term is negative. Thus $|A(T)|=1$ if and only if all lines with nonzero weight differ by multiples of $2\pi/T$. A complete recurrence and an equally spaced progression (possibly with missing lines) are the same statement.

For $\omega_n=\omega_{00}+n\Omega$, the function $e^{i\omega_nt}A(t)$ has period $T$. Its average over a period is $p_n$, because the other lines average to zero. Using $A(-t)=A^*(t)$,

$$p_n=\frac2T\,\mathrm{Re}\int_0^{T/2}dt\,e^{i\omega_nt}A(t).$$

If $A$ has nearly vanished by $T/2$, the line weights are therefore samples of a smooth envelope, the transform of the first decay. In the example $|A(T/2)|=e^{-8}=3.4\times10^{-4}$, so the decay is nearly complete at the cut. The computed envelope has FWHM 4693 cm⁻¹, close to the Gaussian 4710 cm⁻¹. Its maximum is at 28490 cm⁻¹, below the band mean. This fits the weights: $p_4/p_3=S/4=1$, so the two strongest lines, at 28000 and 29000 cm⁻¹, have equal weight in $\sigma/\omega$ and the envelope peaks between them. In $\sigma$ itself the factor $\omega$ makes the upper line stronger by $29/28$.

**Weak anharmonicity.** The comb is now slightly uneven and the revival incomplete. Setting the time derivative of $|A|^2$ to zero gives

$$\sum_{n,m}p_np_m(\omega_n-\omega_m)\sin[(\omega_n-\omega_m)t]=0 .$$

Near the first recurrence, subtract $2\pi(n-m)$ from each phase. If the remainders are small for lines of appreciable weight, each sine can be replaced by its remainder to a good approximation, and

$$\sum_{n,m}p_np_m(\omega_n-\omega_m)[(\omega_n-\omega_m)T-2\pi(n-m)]=0\;\Rightarrow\;T\approx\frac{2\pi\hbar\,\mathrm{Cov}(n,E)}{\mathrm{Var}(E)} .$$

An equally spaced comb gives back $2\pi/\Omega$. For a Morse excited state of depth $30\,\hbar\Omega$, displaced by 1.5 in $q$, with dipole proportional to $1+0.3q$, a propagated wavepacket recurs after 1.040 harmonic periods. The formula gives 1.043. The recurrence height is 0.992.

## Damping and linewidth

Let every excited-state amplitude decay at the same rate, $H_e\to H_e-i\hbar\gamma$. This is a model of loss, not a calculation of its cause. Write $g_n=\langle n|\phi\rangle\mathcal E\cos\theta/(2\hbar)$ and measure energy from $E_0$. In the rotating-wave approximation,

$$i\dot c_n=(\omega_n-i\gamma)c_n-g_ne^{-i\omega t}.$$

The steady solution $c_n=\alpha_ne^{-i\omega t}$ has $\alpha_n=g_n/(\omega_n-\omega-i\gamma)$. Population is lost, and replaced by absorption, at the rate

$$R=2\gamma\sum_n|\alpha_n|^2=\sum_n\frac{|\langle n|\phi\rangle|^2\mathcal E^2\cos^2\theta}{2\hbar^2}\,\frac{\gamma}{\gamma^2+(\omega-\omega_n)^2}.$$

Compared with the undamped rate, $\pi\delta(\omega-\omega_n)$ has become a Lorentzian, which is

$$\mathrm{Re}\int_0^\infty dt\,e^{i(\omega-\omega_n)t-\gamma t}=\frac{\gamma}{\gamma^2+(\omega-\omega_n)^2}.$$

So damping multiplies $A$ by $e^{-\gamma|t|}$ in Heller's formula. Each line of $\sigma/\omega$ has FWHM $2\gamma$ in angular frequency, and $\gamma\to0$ restores the sharp line. Population decays as $e^{-2\gamma t}$, so in this model the linewidth equals the population decay rate.

Damping also limits the earlier statement about bandwidth. The second moment of a Lorentzian diverges, and $|A|^2e^{-2\gamma t}$ starts as $1-2\gamma t$, not quadratically. The variance $s^2$ belongs to the undamped spectrum.

**How recurrences build lines.** For an equally spaced progression, each further period multiplies the integrand by $e^{i(\omega-\omega_{00})T-\gamma T}$. Summing the geometric series gives

$$\int_0^\infty dt\,e^{i\omega t-\gamma t}A=\frac{\int_0^Tdt\,e^{i\omega t-\gamma t}A}{1-e^{i(\omega-\omega_{00})T-\gamma T}} .$$

If $e^{-\gamma T}\ll1$, the denominator is nearly 1, and the recurrence near $t=T$ inside the numerator is damped by the same small factor. For smoothly varying weights the lines then survive only as a weak modulation of the envelope. If $\gamma T\ll1$, it is small at each $\omega_n$ and the lines are sharp.

To quantify the contrast, suppose the weights vary slowly, $p_n\approx p$. The sum $\sum_ne^{-in\Omega t}$ is a train of delta functions of area $T$ at multiples of $T$, the one at $t=0$ counting half in the half-line integral. With $\vartheta=(\omega-\omega_{00})T$ and $r=e^{-\gamma T+i\vartheta}$, the lineshape is

$$pT\,\mathrm{Re}\Big[\tfrac12+\sum_{k\ge1}r^k\Big]=\frac{pT}2\,\frac{1-|r|^2}{|1-r|^2}=\frac{pT}{2}\,\frac{\sinh\gamma T}{\cosh\gamma T-\cos\vartheta}.$$

Peaks have $\cos\vartheta=1$ and valleys $\cos\vartheta=-1$, so

$$\frac{\text{valley}}{\text{peak}}=\frac{\cosh\gamma T-1}{\cosh\gamma T+1}=\tanh^2\frac{\gamma T}{2}.$$

**Numbers.** For the example with two amplitude damping times $1/\gamma$:

| | 100 fs | 10 fs |
|---|---|---|
| first recurrence $e^{-\gamma T}$ | 0.716 | 0.036 |
| FWHM of one line (cm⁻¹) | 106 | 1062 |
| valley/peak, computed | 0.025 | 0.857 |
| $\tanh^2(\gamma T/2)$ | 0.027 | 0.867 |

The computed ratio is for $\sigma/\omega$ between $n=3$ and $n=4$. With slow damping the progression is resolved; with fast damping a shallow modulation remains.

The cross-section at $n=4$ can be estimated from that line alone. Its height is $p_4/\gamma$, and for 100 fs $\omega/\gamma=2\pi\times29\times100/33.356=546$. With $\mu_0^2/(3\varepsilon_0\hbar c)=1.191\times10^{-22}$ m²,

$$\sigma\approx1.191\times10^{-22}\times546\times0.1954\ \text{m}^2=1.27\times10^{-20}\ \text{m}^2 .$$

The full transform gives $1.28\times10^{-20}$ m², including the tails of other lines. For 10 fs it gives $1.91\times10^{-21}$ m².

## Last generalization: a Herzberg–Teller dipole

Let $\mu=\mu_0+\mu_1q$. Since $q\chi_0=a^\dagger\chi_0/\sqrt2$, the new correlation function follows by applying $(\mu_0+\frac{\mu_1}{\sqrt2}\partial_\lambda)(\mu_0+\frac{\mu_1}{\sqrt2}\partial_{\lambda'})$ to $F$ at zero. Each first derivative gives $\beta(1-z)F$; the mixed one gives $[\beta^2(1-z)^2+z]F$. With $\beta/\sqrt2=d/2$,

$$NA(t)=e^{-i\omega_{00}t}e^{S(z-1)}g(z),\qquad g(z)=\Big[\mu_0+\frac{\mu_1d}{2}(1-z)\Big]^2+\frac{\mu_1^2}{2}z .$$

**Check on a limit.** For $d=0$ this leaves two lines, $n=0$ and $n=1$, with strengths $\mu_0^2$ and $\mu_1^2/2$, as the action of $q$ on $\chi_0$ requires.

Only integer powers of $z$ occur, so the recurrence time is unchanged, and $\gamma$ enters as before. The weights do change. Their generating function is $G(z)=\sum p_nz^n=e^{S(z-1)}g(z)/N$, with $N=g(1)=\mu_0^2+\mu_1^2/2$. Let

$$g_1=\frac{g'(1)}N=\frac{\mu_1^2/2-\mu_0\mu_1d}{N},\qquad g_2=\frac{g''(1)}N=\frac{\mu_1^2S}{N}.$$

Then $\langle n\rangle=G'(1)=S+g_1$ and $\langle n(n-1)\rangle=G''(1)=S^2+2Sg_1+g_2$, so

$$\mathrm{Var}(n)=G''(1)+G'(1)-G'(1)^2=S+g_1+g_2-g_1^2 .$$

For $\mu_1=0.2\mu_0$ and $d=2.828$, $N=1.02\mu_0^2$, $g_1=-0.535$ and $g_2=0.157$. The mean becomes $25000+3.465\times1000=28465$ cm⁻¹. The variance is $4-0.535+0.157-0.286=3.336$, giving a standard deviation of 1826 cm⁻¹. The dipole now favours positive $q$, where $\Delta V$ is smaller, and the band moves to lower wavenumber. It is also narrower, so its initial decay is slower than in the Condon case.

## Table of computed values

```
Vibrational wavenumber: 1000 cm^-1
Huang-Rhys factor S: 4.0; displacement d: 2.8284 (dimensionless)
0-0 wavenumber: 25000 cm^-1
Condon dipole mu0: 1.0e-29 C m
Prefactor mu0^2/(3 eps0 hbar c): 1.1908e-22 m^2
Band mean: 29000.0 cm^-1
Band standard deviation: 2000.0 cm^-1
Initial decay time 1/s: 2.654 fs
|C| at 1/s: 0.6128; Gaussian estimate: 0.6065 (dimensionless)
Gaussian estimate of envelope FWHM: 4710 cm^-1
Envelope FWHM from first decay: 4693 cm^-1
Envelope maximum from first decay: 28490 cm^-1
Recurrence time: 33.356 fs
|C| at half a period, undamped: 3.355e-04 (dimensionless)
Amplitude damping time: 100 fs
  First recurrence height: 0.7164 (dimensionless)
  Lorentzian FWHM 2 gamma: 106.2 cm^-1
  Valley/peak of sigma/w between n=3,4: 0.0246; tanh^2 law: 0.0273 (dimensionless)
Amplitude damping time: 10 fs
  First recurrence height: 0.0356 (dimensionless)
  Lorentzian FWHM 2 gamma: 1061.8 cm^-1
  Valley/peak of sigma/w between n=3,4: 0.8571; tanh^2 law: 0.8673 (dimensionless)
FWHM of n=4 line read from 100 fs spectrum: 106.9 cm^-1
Line n | wavenumber/cm^-1 | weight | sigma(100 fs)/m^2 | sigma(10 fs)/m^2
  0 | 25000 | 0.0183 | 1.052e-21 | 3.170e-22
  1 | 26000 | 0.0733 | 4.314e-21 | 7.752e-22
  2 | 27000 | 0.1465 | 8.933e-21 | 1.376e-21
  3 | 28000 | 0.1954 | 1.234e-20 | 1.827e-21
  4 | 29000 | 0.1954 | 1.279e-20 | 1.914e-21
  5 | 30000 | 0.1563 | 1.059e-20 | 1.656e-21
  6 | 31000 | 0.1042 | 7.305e-21 | 1.227e-21
  7 | 32000 | 0.0595 | 4.318e-21 | 8.041e-22
  8 | 33000 | 0.0298 | 2.234e-21 | 4.815e-22
Herzberg-Teller ratio mu1/mu0: 0.2 (dimensionless)
  Integrated sigma/w relative to Condon: 1.0200 (dimensionless)
  Band mean: 28465.0 cm^-1
  Band standard deviation: 1826.4 cm^-1
Pulse test: field 1.0e+07 V/m, Gaussian time 5 fs, carrier 29000 cm^-1
  Absorbed energy, driven molecule: 2.36955e-24 J
  Absorbed energy, Heller formula: 2.36942e-24 J
Morse test: depth 30 hbar Omega, shift 1.5, dipole 1+0.3q (dimensionless)
  Recurrence time, wavepacket: 1.0403 harmonic periods
  Recurrence time, covariance law: 1.0426 harmonic periods
  Recurrence height: 0.9922 (dimensionless)
```
